# The photoelectric laws from a classical wave and a quantum atom

**Q:** The photoelectric effect proves that light comes in quanta. Below a threshold frequency no electrons appear. Above it, their energy rises linearly with frequency and does not depend on intensity. They also appear at once, even in feeble light. A classical wave delivers energy smoothly, at a rate set by its intensity, so it can do none of this.

**A:** Your argument describes the light classically, and it also treats the electron as a classical particle that stores energy until it has enough to leave. A free classical electron with charge $-1$ in a field $F\cos\omega t$ does behave as you expect. From $\dot v=-F\cos\omega t$ its oscillating velocity is $v=-(F/\omega)\sin\omega t$, and its mean energy $F^2/(4\omega^2)$ grows with intensity and falls with frequency. The experiment contradicts the combination of a classical wave and a classical electron. To learn which half is at fault, change one at a time: keep the wave classical and let the electron obey the Schrödinger equation.

**Q:** Then give me an atom simple enough that I can check every step.

**A:** Take one electron in one dimension, bound by a very narrow well. I use Hartree atomic units, so $\hbar$, the electron mass and the elementary charge equal 1. The wavelength is taken to be much larger than the atom, so the field is uniform across it; this is the dipole approximation. The force on the electron is $-F(t)$, which corresponds to the potential energy $+xF(t)$:

$$H=\frac{p^2}{2}-\kappa\,\delta(x)+xF(t).$$

Here $F(t)$ is a prescribed function of time. It has no operators, no photons and no dynamics of its own.

Without the wave, a bound state must decay on both sides, $\psi_0=Ne^{-q|x|}$, with energy $-q^2/2$. Integrating the Schrödinger equation across the origin gives

$$-\tfrac12\left[\psi_0'(0^+)-\psi_0'(0^-)\right]-\kappa\psi_0(0)=0 .$$

The bracket equals $-2q\psi_0(0)$, hence $q=\kappa$. Normalization requires $2N^2\int_0^\infty e^{-2\kappa x}dx=N^2/\kappa=1$, so

$$\psi_0=\sqrt\kappa\,e^{-\kappa|x|},\qquad I=\frac{\kappa^2}{2},$$

where $I$ is the binding energy. An odd decaying function would jump at the origin, which is not allowed, so this is the only bound state.

Odd continuum states vanish at the origin and do not feel the well. They are free waves, $\phi_k=\sin(kx)/\sqrt\pi$ with $k>0$ and energy $E=k^2/2$. The factor $1/\sqrt\pi$ makes their overlap $\delta(k-k')$.

**Q:** How strongly does the wave connect the bound state to them?

**A:** Through the matrix element of $x$. Since $x$ is odd and $\psi_0$ is even, a single action of the field reaches odd states only. The integrand is even, so

$$d(k)=\langle\phi_k|x|\psi_0\rangle=2\sqrt{\frac{\kappa}{\pi}}\int_0^\infty x\sin(kx)\,e^{-\kappa x}dx .$$

Start from $\int_0^\infty \sin(kx)e^{-\kappa x}dx=k/(\kappa^2+k^2)$. Applying $-\partial/\partial\kappa$ to both sides brings down the factor $x$ and gives $2\kappa k/(\kappa^2+k^2)^2$. Therefore

$$d(k)=\frac{4\kappa^{3/2}k}{\sqrt\pi\,(\kappa^2+k^2)^2}.$$

Now expand the wave function, including the phases that the states have without the field:

$$\psi=c_0e^{iIt}\psi_0+\int_0^\infty c_k\,e^{-iEt}\phi_k\,dk+\text{even continuum}.$$

Inserting this and projecting on $\phi_k$ gives $i\dot c_k=F(t)\,d(k)\,e^{i(E+I)t}c_0$ plus terms in which the field acts on continuum amplitudes. Those amplitudes are themselves at least of order $F$, so the extra terms are of order $F^2$. For a weak wave we drop them and set $c_0=1$:

$$c_k=-i\,d(k)\int F(t)\,e^{i(E+I)t}\,dt .$$

The atom responds to the Fourier component of the classical wave at the frequency $E+I$.

**Q:** A Fourier component is still a long way from the photoelectric law. What energy does the electron have?

**A:** Choose a smooth pulse of duration $\tau$ containing many cycles,

$$F(t)=F\,e^{-t^2/2\tau^2}\cos\omega t .$$

Write the cosine as $\frac12(e^{i\omega t}+e^{-i\omega t})$ and use the Gaussian integral $\int e^{-t^2/2\tau^2}e^{iat}dt=\sqrt{2\pi}\,\tau\,e^{-a^2\tau^2/2}$. The two exponentials give $a=E+I+\omega$ and $a=E+I-\omega$. The difference of the squares of these is $4(E+I)\omega$, so the first contribution is smaller than the second by the factor $e^{-2(E+I)\omega\tau^2}$, and we drop it. Then

$$|c_k|^2=\frac{F^2}{4}\,d(k)^2\,2\pi\tau^2e^{-(E+I-\omega)^2\tau^2}.$$

To obtain a probability per unit energy, use $dE=k\,dk$. Define $g(E)=d(k)^2/k$. Because $\kappa^2+k^2=2(I+E)$,

$$g(E)=\frac{16\kappa^3k}{\pi\,[2(I+E)]^4}=\frac{\kappa^3k}{\pi(I+E)^4},$$

$$\frac{dP}{dE}=\frac{\pi}{2}F^2\tau^2\,g(E)\,e^{-(E+I-\omega)^2\tau^2}.$$

For $\omega>I$ and a long pulse this is a narrow line at

$$E=\omega-I .$$

In ordinary units it reads $E=\hbar\omega-I$. The intensity enters through the prefactor $F^2$, so in this leading order it changes the number of electrons and leaves their energies alone.

**Q:** You have just written $\hbar\omega$. Isn't that the photon, brought in by the back door?

**A:** Follow the $\hbar$. The wave supplied $\omega$, the frequency of a prescribed function. The atom supplied the phases $e^{-iEt/\hbar}$ and $e^{+iIt/\hbar}$, whose product oscillates at $(E+I)/\hbar$. The integral over time is large when the two frequencies agree. Planck's constant came from the Schrödinger equation of the electron.

This part of the argument does not depend on the narrow well. Another atom has another $d(k)$, which changes the yield, but the phases of its stationary states place the line by the same condition. For a metal in a picture of independent electrons at zero temperature, an occupied level with binding energy $B$ gives $E=\omega-B$. The smallest $B$ is the work function $W$, so the greatest energy of an electron that leaves without losing any on the way is $\omega-W$.

**Q:** You used perturbation theory and dropped several terms. Does the line survive without those steps?

**A:** The numerical check solves the time-dependent Schrödinger equation for this atom on a grid, with the full classical field and no expansion in $F$. For comparison we need the total yield. If $g$ varies little across the line, take it at $E=\omega-I$ and integrate the Gaussian, whose area is $\sqrt\pi/\tau$:

$$P=\frac{\pi}{2}F^2\tau^2\,\frac{\kappa^3k}{\pi\omega^4}\,\frac{\sqrt\pi}{\tau}=\Gamma\,\tau\sqrt\pi,$$

$$\Gamma=\frac{F^2\kappa^3k}{2\omega^4},\qquad k=\sqrt{2(\omega-I)} .$$

This needs $P\ll1$ and a line width, of order $1/\tau$, that is small compared with $\omega-I$.

Take $\kappa=1$, hence $I=0.5$ hartree (13.6 eV), with $F=0.01$ and $\tau=20$ in atomic units. At $\omega=0.9$ hartree, $k=\sqrt{0.8}=0.894$ and $\omega^4=0.656$, so $\Gamma=10^{-4}\times0.894/(2\times0.656)=6.82\times10^{-5}$. Multiplying by $\tau\sqrt\pi=35.4$ gives $P=2.42\times10^{-3}$. The grid solutions give, with energies in hartree:

| $\omega$ | $\omega-I$ | peak $E$ | $10^3P$, grid | $10^3P$, formula |
|---|---|---|---|---|
| 0.7 | 0.2 | 0.197 | 4.66 | 4.67 |
| 0.9 | 0.4 | 0.398 | 2.42 | 2.42 |
| 1.1 | 0.6 | 0.599 | 1.32 | 1.33 |
| 1.3 | 0.8 | 0.800 | 0.782 | 0.785 |

The grid yields depend on the mesh. Halving both the spacing ($h=0.1$) and the time step ($\Delta t=0.1$) raises them by 0.2 to 0.6%, to 4.67, 2.43, 1.33 and 0.787, so the agreement with the formula holds to about 0.6% and not to the last digit. A straight line through the four peaks has slope 1.005. Doubling $F$ at $\omega=0.9$ hartree leaves the peak at 0.398 hartree and raises the yield to $9.64\times10^{-3}$, which corresponds to the power $F^{1.995}$.

**Q:** The first peak is 0.003 hartree too low. Is the law only approximate?

**A:** For a finite pulse, yes. The maximum of $g(E)e^{-(E+I-\omega)^2\tau^2}$ is found by setting the derivative of its logarithm to zero:

$$E-(\omega-I)=\frac{1}{2\tau^2}\frac{d\ln g}{dE}=\frac{1}{2\tau^2}\left(\frac{1}{2E}-\frac{4}{I+E}\right).$$

At $\omega=0.7$ hartree, with $E=0.2$ hartree on the right, this is $(2.5-5.7)/800=-0.004$ hartree. The grid atom is bound by 0.4988 hartree instead of 0.5, which moves the line up by 0.001 hartree. Together they give the observed $-0.003$. At $\omega=1.3$ hartree the same two contributions, $-0.0031$ and $+0.0012$, add up to $-0.002$ hartree, while the peak shows no shift at the printed resolution. Two grid effects that grow with $E$ account for this. With spacing $h=0.1$ the wave $\sin kx$ has the grid energy $(1-\cos kh)/h^2\approx k^2/2-k^4h^2/24$, but the program labels it by $k^2/2$; for $k^2=1.6$ this places the line higher by $2.56\times0.01/24=0.0011$ hartree. A Crank-Nicolson step $\Delta t=0.1$ turns the phase of a level $\epsilon$ by $2\arctan(\epsilon\Delta t/2)\approx\epsilon\Delta t-(\epsilon\Delta t)^3/12$, which shrinks the apparent spacing of the levels $0.8$ and $-0.5$ by $(0.512+0.125)\times0.01/12=0.0005$ hartree and raises the line by that amount. The total, $-0.0031+0.0012+0.0011+0.0005=-0.0003$ hartree, is below the printed resolution. At $\omega=0.7$ hartree the two effects add only 0.0002 hartree. The pulse shift falls as $1/\tau^2$.

**Q:** Where does the electron get its energy? In a weak wave there may be very little near the atom.

**A:** The field does work on the electron. Averaged over the outcomes, the energy gained per ionization is the mean of $E+I$ over the line, which is $\omega$ up to a correction of order $1/\tau^2$. The grid solution gives 0.896 hartree at $\omega=0.9$ hartree. So the average account is sensible. The model says nothing about what the wave loses in an individual event, because $F(t)$ is prescribed and loses nothing. That is a real defect, and it matters for what the theory can predict about more than one atom.

**Q:** Before that, the threshold. A strong enough classical wave should shake an electron loose at any frequency.

**A:** Look at the exponent when $\omega<I$. Since $E\ge0$, the mismatch $E+I-\omega$ is never less than $I-\omega$. Every part of the order-$F^2$ spectrum therefore carries a factor no larger than

$$e^{-(I-\omega)^2\tau^2}.$$

For $\omega=0.3$ hartree and $\tau=20$ this is $e^{-16}\approx10^{-7}$. Nothing in the continuum is in step with the wave, and the small amplitudes produced at different times cancel. The threshold has a width of order $1/\tau$, because a short pulse contains a spread of frequencies.

Your objection is right at higher order. When the field acts twice, the amplitude is proportional to $F^2$ and contains the product of two cosines, which oscillates partly at $2\omega$. If $I/2<\omega<I$, this part can match $E+I$ for some positive $E$. The probability is then proportional to $F^4$. On the grid, the yield at $\omega=0.3$ hartree is $9.5\times10^{-6}$ for $F=0.01$ and $1.52\times10^{-4}$ for twice that field. The ratio is 16, the fourth power of two. At $F=0.01$ this yield is some 500 times smaller than the one at $\omega=0.7$ hartree, and the ratio grows as $F^{-2}$ when the light is dimmed, until the strongly suppressed order-$F^2$ tail of the finite pulse takes over. The sharp threshold is thus a statement about weak light and long exposure.

**Q:** That leaves the argument I find strongest. In dim light a wave needs time to deliver 13.6 eV to one atom, yet the electrons come promptly.

**A:** Put a number on the expected delay first. Let light of intensity $1\ \mathrm{W/m^2}$ fall on a disc whose radius is the size of our atom, $1/\kappa=1$ bohr. Dividing the binding energy by the power through the disc gives 248 s. This assumes that the electron must first collect its energy and then leave. Let us see whether the Schrödinger equation contains such a stage.

Switch on $F\cos\omega t$ suddenly at $t=0$. The non-resonant half of the cosine gives an amplitude with the denominator $E+I+\omega$, which is never small, so it adds to $P$ only a bounded amount that does not grow with $t$. With $\delta=E+I-\omega$ and the resonant half of the cosine,

$$\left|\int_0^te^{i\delta t'}dt'\right|^2=\left|\frac{e^{i\delta t}-1}{i\delta}\right|^2=\frac{\sin^2(\delta t/2)}{(\delta/2)^2},$$

$$\frac{dP}{dE}=\frac{F^2}{4}\,g(E)\,\frac{\sin^2(\delta t/2)}{(\delta/2)^2}.$$

As a function of $\delta$ the last factor is a peak of width about $2\pi/t$. To find its area, set $u=\delta t/2$. Then $d\delta=2\,du/t$ and $(\delta/2)^2=u^2/t^2$, so the area is $2t\int_{-\infty}^{\infty}(\sin^2u/u^2)\,du=2\pi t$. Once the peak is narrow compared with $\omega-I$ and its growing area outweighs the bounded contributions of the energies far from it,

$$P(t)\approx\frac{F^2}{4}\,\frac{\kappa^3k}{\pi\omega^4}\,2\pi t=\Gamma t .$$

This is the same $\Gamma$ as before, which justifies calling it a rate. For $\omega$ not far above $I$, the time needed to reach the linear law is a few times $1/(\omega-I)$. For $\omega\gg I$ it is longer. The states with $E+I\ll\omega$ then have amplitudes of size $F\,d(k)\,|\sin\omega t|/\omega$ and add up to about $F^2\langle x^2\rangle/\omega^2$, which $\Gamma t$ overtakes only after a time of order $\omega^2/(\kappa^5k)$. Both terms are proportional to $F^2$, so in either case the time does not contain the intensity.

**Q:** And before the linear law holds, is there a dead time?

**A:** No. At very short times the field is still $F$ and the phases have not moved, so $c_k\approx-i\,d(k)Ft$ and

$$P\approx F^2t^2\int_0^\infty d(k)^2dk=F^2t^2\langle x^2\rangle=\frac{F^2t^2}{2\kappa^2}.$$

The integral equals $\langle x^2\rangle$ because the odd continuum states form a complete set for the odd function $x\psi_0$. Directly, $\langle x^2\rangle=2\kappa\int_0^\infty x^2e^{-2\kappa x}dx=2\kappa\cdot2/(2\kappa)^3=1/(2\kappa^2)$. The probability starts to grow immediately. This law does not contain $\omega$. It holds below threshold and even in a static field, because a wave with abrupt edges contains all frequencies. The threshold shows later. At $\omega=0.3$ hartree the first-order $P/F^2$ is 2.5 at $t=6.98$, against 3.7 at $\omega=0.9$ hartree, but it stays bounded, with a maximum of about 4.5, while above threshold it goes on growing as $\Gamma t$.

**Q:** Can you call that an ionization probability while the wave is still shaking the atom?

**A:** Define $P(t)$ as the probability of being outside the bound state, and suppose that the wave is cut off at $t$. The bound part then stays as it is. Since there is only one bound state, everything else is made of continuum states and spreads away. So $P(t)$ is the ionization probability for a wave that lasts until $t$.

On the grid at $\omega=0.9$ hartree, one optical period is 6.98 atomic units of time. With $F=0.01$, $P$ is $3.7\times10^{-4}$ after one period and $4.6\times10^{-3}$ after ten. For a field ten times weaker, a straight line fitted from the fourth to the twelfth period has the slope $0.677F^2$, against $0.682F^2$ from the formula. Extended back to $P=0$, it meets the time axis at 0.45 atomic units, a small part of one period. Halving the spacing and the time step changes the slope to $0.680F^2$ and the intercept to 0.47. Because $P(t)$ oscillates about the line, other fitting windows move the intercept between about 0.4 and 0.6. The curves $P(t)/F^2$ for the two fields differ by at most 0.3% of the largest value, although the intensities differ by a factor of 100. A delay for accumulating energy would have been 100 times longer in the weaker wave. Scaling the 248 s as $1/F^2$ gives about 290 atomic units for the stronger wave and 29000 for the weaker, both longer than the whole run of 84.

**Q:** But $\Gamma$ is proportional to intensity. In dim light each atom still waits a long time.

**A:** It does, on average, and the wait is random. In the $1\ \mathrm{W/m^2}$ beam the field amplitude is 27.4 V/m, and at $\omega=0.9$ hartree our formula gives $\Gamma=8.0\times10^{-5}\ \mathrm{s^{-1}}$. The mean wait of a given atom is $1/\Gamma\approx1.2\times10^4$ s, longer than the 248 s of the naive estimate. A detector, however, contains many atoms. If $N$ independent atoms see the same wave, the chance that none has been ionized by time $t$ is

$$(1-\Gamma t)^N\approx e^{-N\Gamma t}\qquad(\Gamma t\ll1),$$

because $\ln(1-\Gamma t)\approx-\Gamma t$. The mean time to the first electron is the integral of this survival chance, $\int_0^\infty e^{-N\Gamma t}dt=1/(N\Gamma)$. For $N=10^{15}$,

$$\frac{1}{10^{15}\times8.0\times10^{-5}\ \mathrm{s^{-1}}}=1.25\times10^{-11}\ \mathrm s .$$

That is still very long compared with an optical period, which is of order $10^{-16}$ s here, so the linear law applies. If every atom had to collect its energy first, all of them would be silent for the same 248 s, and adding atoms would not help. With a probability that grows from the start, adding atoms shortens the wait for the first electron.

**Q:** Then have you shown that light is a classical wave after all?

**A:** No. I have shown that these three observations cannot decide the question, since a theory without field quanta also yields them. The missing energy account tells us where to look for an observation that can.

Put two atoms, which do not interact with each other, in the same prescribed pulse. The Hamiltonian is $H_1(t)+H_2(t)$. If $\psi_1$ and $\psi_2$ each solve their own equation, then

$$i\frac{\partial}{\partial t}(\psi_1\psi_2)=(H_1\psi_1)\psi_2+\psi_1(H_2\psi_2)=(H_1+H_2)\psi_1\psi_2 .$$

Atoms that start in their bound states therefore remain in a product state, and the probability that both are ionized is

$$P_{12}=P_1P_2 .$$

The program tests this product rule on a pair of three-level atoms, with excitation in place of ionization: the single probability is 0.664 and the joint one is $0.441=0.664^2$.

The rule holds however little energy the pulse carries. Suppose that it carries enough for one ionization and not for two. The classical-wave theory still predicts double events with probability $P_1P_2$. Now let the light be a quantized field holding a single quantum, with $I<\omega<2I$. One ionization is possible. Two would need at least $2I$, more than the total energy available, so for a long pulse with a well-defined frequency the double events are absent. Counting coincidences between two detectors in such light distinguishes the two theories. The threshold, the linear law and the prompt first electron do not.

## Computed values

```
kappa = 1.0 a.u.
binding energy I = 0.500 hartree
I converted = 13.606 eV
grid binding energy = 0.49876 hartree
<x^2> direct = 0.500000 bohr^2
<x^2> from continuum sum = 0.500000 bohr^2
pulse tau = 20.0 a.u. of time
field amplitude F = 0.010 a.u.
omega = 0.7 hartree: omega - I = 0.200 hartree
  grid peak energy = 0.197 hartree
  yield grid = 4.6582e-03, formula = 4.6689e-03 (no unit)
  energy gain per ionization = 0.6962 hartree
omega = 0.9 hartree: omega - I = 0.400 hartree
  grid peak energy = 0.398 hartree
  yield grid = 2.4183e-03, formula = 2.4163e-03 (no unit)
  energy gain per ionization = 0.8962 hartree
omega = 1.1 hartree: omega - I = 0.600 hartree
  grid peak energy = 0.599 hartree
  yield grid = 1.3244e-03, formula = 1.3262e-03 (no unit)
  energy gain per ionization = 1.0968 hartree
omega = 1.3 hartree: omega - I = 0.800 hartree
  grid peak energy = 0.800 hartree
  yield grid = 7.8206e-04, formula = 7.8499e-04 (no unit)
  energy gain per ionization = 1.2975 hartree
slope of peak energy against omega = 1.0050 (no unit)
intercept = -0.5065 hartree
line-shape error / peak, omega 0.9 = 0.033 (no unit)
peak at doubled F, omega 0.9 = 0.398 hartree
yield at doubled F, omega 0.9 = 9.6403e-03 (no unit)
power of F above threshold = 1.995 (no unit)
frequency below threshold = 0.3 hartree
yield there at F = 9.535e-06 (no unit)
yield there at 2F = 1.517e-04 (no unit)
power of F below threshold = 3.992 (no unit)
sudden wave: omega = 0.9 hartree
optical period = 6.981 a.u. of time
P after 1 period = 3.682e-04 (no unit)
P after 10 periods = 4.647e-03 (no unit)
growth rate / F^2, grid = 0.6767 a.u.
growth rate / F^2, formula = 0.6816 a.u.
delay from straight-line fit = 0.45 a.u. of time
weaker test field = 0.0010 a.u.
time-course difference = 0.0027 (no unit)
two atoms: single P = 0.66425 (no unit)
two atoms: joint P = 0.44123 (no unit)
lamp intensity = 1.0 W/m^2
lamp field amplitude = 27.45 V/m
rate per atom = 8.030e-05 1/s
number of atoms = 1e+15 (no unit)
mean wait for first electron = 1.25e-11 s
naive accumulation time = 248 s
```
